# Ideal photoconductive gain of a thin-film channel, and its limits: test program

```python
# Result under test: ideal photoconductive gain G = mu*tau*V/L**2.
# G: electrons round the circuit per absorbed photon; mu: electron mobility;
# tau: electron lifetime; V: bias; L: channel length. Holes are trapped,
# contacts replace electrons, light is weak and the field is uniform.
# Hole-drift ratio lam = mu_hole*tau*V/L**2 measures failure of hole trapping.
import numpy as np
from scipy import constants as c
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq, minimize_scalar

q, kB = c.e, c.k
tau, mu, length, bias = 1.0, 10.0, 1e-3, 10.0      # s, cm2/Vs, cm, V
width, thick, n_dark = 1e-3, 5e-6, 5e16            # cm, cm, cm^-3
photon_rate, wavelength, temp = 2500.0, 365e-9, 300.0  # 1/s, m, K

field = bias / length
speed = mu * field
transit = length / speed
gain = mu * tau * bias / length**2

# Carrier balance integrated in time, current from its definition in SI units
sol = solve_ivp(lambda t, n: photon_rate - n / tau, (0, 25 * tau), [0.0],
                t_eval=[tau, 5 * tau, 25 * tau], rtol=1e-10, atol=1e-8)
L_m, W_m, d_m, mu_si = length / 100, width / 100, thick / 100, mu * 1e-4
density_si = sol.y[0] / (L_m * W_m * d_m)
currents = q * density_si * mu_si * (bias / L_m) * W_m * d_m
gain_time = currents / (q * photon_rate)
assert abs(gain_time[-1] / gain - 1) < 1e-6

# Count individual electrons; time unit is one transit, mean life is ratio
rng = np.random.default_rng(7)
ratio, samples = 5.0, 200000
life = rng.exponential(ratio, samples)
first_exit = 1 - rng.random(samples)
blocked = np.minimum(life, first_exit).mean()
clock, exits = first_exit.copy(), 0
while np.any(clock < life):
    exits += np.count_nonzero(clock < life)
    clock += 1
replenished = exits / samples
blocked_formula = ratio * (1 - ratio * (1 - np.exp(-1 / ratio)))
assert abs(replenished - ratio) < 0.06       # about five standard errors
assert abs(blocked - blocked_formula) < 0.004

# Modulated light: amplitude at angular frequency 1/tau, time in units of tau
times = np.linspace(30, 30 + 2 * np.pi, 2001)
wave = solve_ivp(lambda t, n: 1 + np.cos(t) - n, (0, times[-1]), [0.0],
                 t_eval=times, rtol=1e-9, atol=1e-11).y[0]
amplitude = abs(np.mean(wave[:-1] * np.exp(-1j * times[:-1]))) * 2
assert abs(amplitude - 1 / np.sqrt(2)) < 1e-4
bandwidth = 1 / (2 * np.pi * tau)

# Moving holes: weak-light formula against nonlinear neutral drift equations
def retained(lam):
    return 1 + lam * np.expm1(-1 / lam)

def hole_gain(r, lam):
    return (r + lam) * retained(lam)

def drift_gain(r, lam, light):
    b = lam / r                              # hole/electron mobility ratio
    def voltage_error(j):
        def slope(x, s):
            conductance = 1 + (1 + b) * s[0]
            return [(light - s[0]) * conductance**2 / (lam * j),
                    j / conductance]
        end = solve_ivp(slope, (0, 1), [0.0, 0.0], rtol=1e-9, atol=1e-13)
        return end.y[1, -1] - 1
    j = brentq(voltage_error, 1, 1 + 2 * light * (1 + b), xtol=1e-13)
    return r * (j - 1) / light

for lam in (0.1, 1.0, 10.0):
    # tolerance covers the first neglected order in the light level, 1e-3
    assert abs(drift_gain(20.0, lam, 1e-3) / hole_gain(20.0, lam) - 1) < 5e-3
lam_ten = brentq(lambda s: retained(s) - 0.9, 0.01, 1)
mu_hole_ten = lam_ten * length**2 / (tau * bias)
hole_diff = np.sqrt(kB * temp / q * mu_hole_ten * tau)

# Recombination proportional to electron density
n_total = n_dark * length * width * thick
light = photon_rate * tau / n_total
excess = (-1 + np.sqrt(1 + 4 * light)) / 2
late = solve_ivp(lambda t, y: light - y * (1 + y), (0, 30), [0.0],
                 rtol=1e-10, atol=1e-13).y[0, -1]
assert abs(late / excess - 1) < 1e-6
light_loss = 1 - excess / light

# Currents, optical scale and contact resistance
photo_current = q * photon_rate * gain
dark_current = q * n_dark * speed * width * thick
photon_eV = c.h * c.c / wavelength / q
optical_power = photon_rate * photon_eV * q
responsivity = photo_current / optical_power
contact_width_res = 10.0                     # ohm cm, both contacts, rough
r_contact = contact_width_res / width
r_channel = bias / dark_current
contact_loss = 1 - (r_channel / (r_channel + r_contact))**2

# Self-heating on thick glass, centre of a uniformly heated rectangle
k_glass, activation = 1.0, 0.8               # W/mK, eV, both rough
shape = 2 * (L_m * np.arcsinh(W_m / L_m) + W_m * np.arcsinh(L_m / W_m))
corner = np.arctan2(W_m, L_m)
polar = 4 * (quad(lambda a: L_m / 2 / np.cos(a), 0, corner)[0]
             + quad(lambda a: W_m / 2 / np.sin(a), corner, np.pi / 2)[0])
assert abs(polar / shape - 1) < 1e-8
heat_flux = dark_current * bias / (L_m * W_m)
heating = heat_flux * shape / (2 * np.pi * k_glass)

def life_factor(rise):
    return np.exp(activation * q / kB * (1 / (temp + rise) - 1 / temp))

# Field lowering of an attractive trap barrier
eps_optical, eps_around = 4.0, 3.0           # relative permittivities, rough
field_si = field * 100
eps_abs = eps_optical * c.epsilon_0
lowering = np.sqrt(q * field_si / (np.pi * eps_abs))
top = minimize_scalar(lambda r: q / (4 * np.pi * eps_abs * r * 1e-9)
                      + field_si * r * 1e-9, bounds=(1, 200), method='bounded')
assert abs(top.fun / lowering - 1) < 1e-6

# Other neglected effects
sheet_ratio = (eps_around * c.epsilon_0 / 100 * bias
               / (q * n_dark * thick * length))
mass = 0.34 * c.m_e                          # rough effective mass
v_thermal = np.sqrt(3 * kB * temp / mass) * 100
n_band = 2 * (2 * np.pi * mass * kB * temp / c.h**2)**1.5 * 1e-6
breakdown = 1.0                              # MV/cm, rough scale

print(f"lifetime {tau:.1f} s; mobility {mu:.1f} cm2/Vs")
print(f"channel length {length*1e4:.1f} um; bias {bias:.1f} V")
print(f"width {width*1e4:.1f} um; thickness {thick*1e7:.1f} nm")
print(f"dark electron density {n_dark:.2e} cm^-3; temperature {temp:.0f} K")
print(f"absorbed photon rate {photon_rate:.0f} 1/s")
print(f"wavelength {wavelength*1e9:.0f} nm; photon energy {photon_eV:.3f} eV")
print(f"field {field:.3e} V/cm; drift speed {speed:.3e} cm/s")
print(f"transit time {transit*1e9:.3f} ns")
print(f"ideal gain {gain:.4e} electrons per absorbed photon")
print(f"gain from time integration in SI units {gain_time[-1]:.4e}")
print(f"fraction of final gain after 1 lifetime {gain_time[0]/gain:.4f}")
print(f"fraction of final gain after 5 lifetimes {gain_time[1]/gain:.4f}")
print(f"electron count, lifetime/transit ratio {ratio:.1f}:")
print(f"  replenishing contacts {replenished:.3f} per photon")
print(f"  blocking contacts {blocked:.4f}; formula {blocked_formula:.4f}")
print(f"excess electrons {photon_rate*tau:.0f}; dark electrons {n_total:.3e}")
print(f"photocurrent {photo_current*1e9:.2f} nA")
print(f"dark current {dark_current*1e6:.3f} uA")
print(f"absorbed optical power {optical_power*1e15:.3f} fW")
print(f"responsivity to absorbed light {responsivity:.3e} A/W")
print(f"battery energy per photon {gain*bias:.2e} eV")
print(f"bandwidth {bandwidth:.4f} Hz; gain*bandwidth {gain*bandwidth:.3e} Hz")
print(f"modulated amplitude at bandwidth / slow value {amplitude:.4f}")
for mu_hole in (1e-9, 1e-8, 1e-7, 1e-6, 1e-3):
    lam = mu_hole * tau * bias / length**2
    print(f"hole mobility {mu_hole:.0e} cm2/Vs: lambda {lam:.2e},"
          f" gain {hole_gain(gain, lam):.3e}")
print(f"hole mobility for 10 percent gain loss {mu_hole_ten:.2e} cm2/Vs")
print(f"hole diffusion length at that mobility {hole_diff*1e4:.3f} um")
print(f"diffusion loss estimate 2*length/L {200*hole_diff/length:.2f} percent")
print(f"light level: excess/dark density for fixed lifetime {light:.4f}")
print(f"gain loss if rate follows density {100*light_loss:.2f} percent")
print(f"contact resistance times width (rough) {contact_width_res:.0f} ohm cm")
print(f"contact resistance {r_contact/1e3:.1f} kohm;"
      f" channel {r_channel/1e6:.3f} Mohm")
print(f"gain loss from contacts {100*contact_loss:.2f} percent")
print(f"surrounding relative permittivity (rough) {eps_around:.1f}")
print(f"contact space charge / dark charge, estimate {sheet_ratio:.3f}")
print(f"glass conductivity (rough) {k_glass:.1f} W/mK")
print(f"dark heating power {dark_current*bias*1e6:.2f} uW")
print(f"channel heating {heating:.2f} K")
print(f"lifetime activation energy (rough) {activation:.2f} eV")
print(f"lifetime factor for that heating {life_factor(heating):.3f}")
print(f"lifetime factor for 20 K warmer use {life_factor(20):.3f}")
print(f"optical relative permittivity (rough) {eps_optical:.1f}")
print(f"attractive-trap barrier lowering {lowering*1e3:.1f} meV;"
      f" kT {kB*temp/q*1e3:.1f} meV")
print(f"emission factor from lowering {np.exp(lowering*q/(kB*temp)):.2f}")
print(f"effective mass (rough) {mass/c.m_e:.2f} electron masses")
print(f"thermal speed {v_thermal:.2e} cm/s; drift/thermal"
      f" {speed/v_thermal:.4f}")
print(f"band density {n_band:.2e} cm^-3; dark/band {n_dark/n_band:.4f}")
print(f"field {field/1e6:.3f} MV/cm; breakdown scale (rough)"
      f" {breakdown:.1f} MV/cm")
print("checks complete")
```

Output:

```
lifetime 1.0 s; mobility 10.0 cm2/Vs
channel length 10.0 um; bias 10.0 V
width 10.0 um; thickness 50.0 nm
dark electron density 5.00e+16 cm^-3; temperature 300 K
absorbed photon rate 2500 1/s
wavelength 365 nm; photon energy 3.397 eV
field 1.000e+04 V/cm; drift speed 1.000e+05 cm/s
transit time 10.000 ns
ideal gain 1.0000e+08 electrons per absorbed photon
gain from time integration in SI units 1.0000e+08
fraction of final gain after 1 lifetime 0.6321
fraction of final gain after 5 lifetimes 0.9933
electron count, lifetime/transit ratio 5.0:
  replenishing contacts 4.997 per photon
  blocking contacts 0.4692; formula 0.4683
excess electrons 2500; dark electrons 2.500e+05
photocurrent 40.05 nA
dark current 4.005 uA
absorbed optical power 1.361 fW
responsivity to absorbed light 2.944e+07 A/W
battery energy per photon 1.00e+09 eV
bandwidth 0.1592 Hz; gain*bandwidth 1.592e+07 Hz
modulated amplitude at bandwidth / slow value 0.7071
hole mobility 1e-09 cm2/Vs: lambda 1.00e-02, gain 9.900e+07
hole mobility 1e-08 cm2/Vs: lambda 1.00e-01, gain 9.000e+07
hole mobility 1e-07 cm2/Vs: lambda 1.00e+00, gain 3.679e+07
hole mobility 1e-06 cm2/Vs: lambda 1.00e+01, gain 4.837e+06
hole mobility 1e-03 cm2/Vs: lambda 1.00e+04, gain 5.000e+03
hole mobility for 10 percent gain loss 1.00e-08 cm2/Vs
hole diffusion length at that mobility 0.161 um
diffusion loss estimate 2*length/L 3.22 percent
light level: excess/dark density for fixed lifetime 0.0100
gain loss if rate follows density 0.98 percent
contact resistance times width (rough) 10 ohm cm
contact resistance 10.0 kohm; channel 2.497 Mohm
gain loss from contacts 0.80 percent
surrounding relative permittivity (rough) 3.0
contact space charge / dark charge, estimate 0.066
glass conductivity (rough) 1.0 W/mK
dark heating power 40.05 uW
channel heating 2.25 K
lifetime activation energy (rough) 0.80 eV
lifetime factor for that heating 0.794
lifetime factor for 20 K warmer use 0.145
optical relative permittivity (rough) 4.0
attractive-trap barrier lowering 37.9 meV; kT 25.9 meV
emission factor from lowering 4.34
effective mass (rough) 0.34 electron masses
thermal speed 2.00e+07 cm/s; drift/thermal 0.0050
band density 4.97e+18 cm^-3; dark/band 0.0101
field 0.010 MV/cm; breakdown scale (rough) 1.0 MV/cm
checks complete
```
